# How much of copper's resistivity coefficient comes from phonon softening?: a program that tests the result

```python
"""
Result under test: the phonon resistivity rho of a metal whose phonons soften
on thermal expansion has the temperature coefficient
    (1/rho) d(rho)/dT = n/T + (1 + n)*gamma*beta,
and the second (softening) term is about five percent of it for copper at 300 K.
Symbols: T temperature, theta Debye temperature, gamma Gruneisen parameter,
beta volume expansivity, n = d ln(rho)/d ln(T) at fixed phonon frequencies.
Electronic factors are held fixed; their effect is sized separately.
Energies are measured in kelvin and wave vectors in units of the Debye one.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import expit

# Inputs: given data, rough copper values and assumed line parameters
gamma = 2.0
beta = 5e-5                 # 1/K
T0 = 300.0                  # K
theta0 = 340.0              # K, rough
rho_phonon = 1.7            # micro-ohm cm, rough
rho_residual = 2.0          # micro-ohm cm, assumed for a narrow line
T_use = 380.0               # K
pressure_coeff = -0.02      # 1/GPa, rough
bulk_modulus = 140.0        # GPa, rough
poisson = 0.34              # rough
expansion_si = 3e-6         # 1/K, linear, rough


def bloch_integral(x):
    return quad(lambda z: z**5 * np.exp(-z) / np.expm1(-z)**2, 0, x,
                epsabs=1e-13, epsrel=1e-11)[0]


def bloch_resistivity(T, theta):
    return T**5 / theta**6 * bloch_integral(theta / T)


def exponent(x):
    """n from the closed expression, x = theta/T."""
    return 5 - x**6 * np.exp(-x) / np.expm1(-x)**2 / bloch_integral(x)


def mode_exponent(y):
    """n when all phonons have one energy, y = energy/T."""
    return y / np.tanh(y / 2) - 1


def softening_share(n, T, expansivity=beta):
    soft = (1 + n) * gamma * expansivity * T
    return soft / (n + soft)


def softened_theta(T):
    return theta0 * np.exp(-gamma * beta * (T - T0))


nodes, weights = np.polynomial.legendre.leggauss(30)
q_nodes, q_weights = (nodes + 1) / 2, weights / 2


def drag_from_definition(T, theta):
    """Momentum loss per drift velocity, from drifted Fermi functions."""
    energy = np.linspace(-45 * T, 45 * T, 4001)
    step = energy[1] - energy[0]
    f_low = expit(-energy / T)
    drift = 1e-3 * T
    total = 0.0
    for q, weight in zip(q_nodes, q_weights):
        phonon = theta * q
        bose = 1 / np.expm1(phonon / T)
        net = []
        for shift in (drift, -drift):
            f_high = expit(-(energy + phonon - shift) / T)
            absorb = f_low * (1 - f_high) * bose
            emit = f_high * (1 - f_low) * (bose + 1)
            net.append(np.sum(absorb - emit) * step)
        loss = -(net[0] - net[1]) / (2 * drift)
        shell, pairs, coupling, momentum = q**2, 1 / q, q**2 / phonon, q**2
        total += weight * shell * pairs * coupling * momentum * loss
    return total


# Test: energy integral over occupied initial and empty final states
for y in (0.4, 1.3, 3.0):
    numeric = quad(lambda e: expit(-e) * expit(e + y), -50, 50,
                   points=[0, -y], limit=200)[0]
    assert abs(numeric / (y / -np.expm1(-y)) - 1) < 1e-7

# Test: pairs of states on a Fermi sphere separated by q scale as 1/q
count = 200000
index = np.arange(count) + 0.5
height = 1 - 2 * index / count
azimuth = np.pi * (1 + np.sqrt(5)) * index
radius = np.sqrt(1 - height**2)
sphere = np.array([radius * np.cos(azimuth), radius * np.sin(azimuth), height])
direction = np.array([0.48, 0.60, 0.64])
direction /= np.linalg.norm(direction)
width = 0.03
for q in (0.3, 0.7, 1.2):
    change = q * (direction @ sphere) + q**2 / 2
    delta = np.exp(-change**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))
    assert abs(delta.mean() * 2 * q - 1) < 0.01

# Test: direct drag integral against the Bloch-Gruneisen formula
for T, theta in ((100.0, 340.0), (300.0, 340.0), (300.0, 250.0)):
    ratio = drag_from_definition(T, theta) / bloch_resistivity(T, theta)
    assert abs(ratio - 1) < 1e-5

# Test: coefficient and its softening part from derivatives of the direct drag
n0 = exponent(theta0 / T0)
coeff_thermal = n0 / T0
coeff_soft = (1 + n0) * gamma * beta
coeff_total = coeff_thermal + coeff_soft
h = 1.0
fixed = (np.log(drag_from_definition(T0 + h, theta0))
         - np.log(drag_from_definition(T0 - h, theta0))) / (2 * h)
full = (np.log(drag_from_definition(T0 + h, softened_theta(T0 + h)))
        - np.log(drag_from_definition(T0 - h, softened_theta(T0 - h)))) / (2 * h)
assert abs(fixed / coeff_thermal - 1) < 1e-4
assert abs(full / coeff_total - 1) < 1e-4
assert abs((full - fixed) / coeff_soft - 1) < 1e-3
share_numeric = (full - fixed) / full
share = softening_share(n0, T0)
assert 0.045 < share_numeric < 0.055

# Test: classical limit of the exponent and its first quantum correction
for x in (0.2, 0.4):
    assert abs((exponent(x) - 1) / (x**2 / 9) - 1) < 0.02

# Test: exponent of a single mode, then the bracket for any phonon spectrum
def mode_resistivity(T, energy):
    bose = 1 / np.expm1(energy / T)
    return bose * (bose + 1) / T


for energy in (100.0, theta0):
    slope = T0 * (np.log(mode_resistivity(T0 + 0.1, energy))
                  - np.log(mode_resistivity(T0 - 0.1, energy))) / 0.2
    assert abs(slope - mode_exponent(energy / T0)) < 1e-5
n_cutoff = mode_exponent(theta0 / T0)
share_classical = softening_share(1.0, T0)
share_cutoff = softening_share(n_cutoff, T0)
assert share_cutoff < share_numeric < share_classical

# Test: volume expansion of a film clamped in-plane, from elastic energy
expansion_cu = beta / 3
out_of_plane = (expansion_cu + 2 * poisson / (1 - poisson)
                * (expansion_cu - expansion_si))
beta_clamped = 2 * expansion_si + out_of_plane
lame_ratio = 2 * poisson / (1 - 2 * poisson)   # first Lame constant / shear


def elastic_energy(strain_z_ppm):
    ex = (expansion_si - expansion_cu) * 1e6
    ez = strain_z_ppm - expansion_cu * 1e6
    return lame_ratio / 2 * (2 * ex + ez)**2 + 2 * ex**2 + ez**2


best = minimize_scalar(elastic_energy, bracket=(0, 50)).x * 1e-6
assert abs(best / out_of_plane - 1) < 1e-5
share_clamped = softening_share(n0, T0, beta_clamped)

# Net effect of volume, including the electronic factors
volume_exponent_soft = (1 + n0) * gamma
volume_exponent_net = -bulk_modulus * pressure_coeff
volume_exponent_electronic = volume_exponent_net - volume_exponent_soft
coeff_net = coeff_thermal + volume_exponent_net * beta
share_net = volume_exponent_net * beta / coeff_net
share_soft_of_net = coeff_soft / coeff_net

# Interconnect example
slope_total = 1e3 * rho_phonon * coeff_total
slope_soft = 1e3 * rho_phonon * coeff_soft
coeff_line = rho_phonon * coeff_total / (rho_phonon + rho_residual)
reference = bloch_resistivity(T0, theta0)
theta_use = softened_theta(T_use)
rho_use_fixed = rho_phonon * bloch_resistivity(T_use, theta0) / reference
rho_use_soft = rho_phonon * bloch_resistivity(T_use, theta_use) / reference
rise_share = (rho_use_soft - rho_use_fixed) / (rho_use_soft - rho_phonon)

print(f"Gruneisen parameter: {gamma:.1f}")
print(f"volume expansivity: {beta:.1e} 1/K")
print(f"temperature: {T0:.0f} K")
print(f"Debye temperature (rough): {theta0:.0f} K")
print(f"theta/T: {theta0 / T0:.4f}")
print(f"Bloch integral J5: {bloch_integral(theta0 / T0):.5f}")
print(f"exponent n: {n0:.4f}")
print(f"classical thermal term 1/T: {1 / T0:.3e} 1/K")
print(f"classical softening term: {2 * gamma * beta:.3e} 1/K")
print(f"classical total: {1 / T0 + 2 * gamma * beta:.3e} 1/K")
print(f"classical softening share: {100 * share_classical:.2f} %")
print(f"Bloch thermal term n/T: {coeff_thermal:.3e} 1/K")
print(f"Bloch softening term: {coeff_soft:.3e} 1/K")
print(f"Bloch total coefficient: {coeff_total:.3e} 1/K")
print(f"Bloch softening share, formula: {100 * share:.2f} %")
print(f"softening share, direct drag: {100 * share_numeric:.2f} %")
print(f"exponent, all modes at cutoff: {n_cutoff:.4f}")
print(f"share, all modes at cutoff: {100 * share_cutoff:.2f} %")
print(f"phonon resistivity at 300 K (rough): {rho_phonon:.2f} uohm cm")
print(f"residual resistivity (assumed): {rho_residual:.2f} uohm cm")
print(f"slope d(rho)/dT: {slope_total:.3f} nohm cm/K")
print(f"softening part of slope: {slope_soft:.3f} nohm cm/K")
print(f"coefficient of narrow line: {coeff_line:.3e} 1/K")
print(f"temperature of use: {T_use:.0f} K")
print(f"softened Debye temperature in use: {theta_use:.2f} K")
print(f"phonon resistivity in use, no softening: {rho_use_fixed:.4f} uohm cm")
print(f"phonon resistivity in use, softening: {rho_use_soft:.4f} uohm cm")
print(f"line resistivity in use: {rho_use_soft + rho_residual:.4f} uohm cm")
print(f"softening share of the rise: {100 * rise_share:.2f} %")
print(f"pressure coefficient (rough): {pressure_coeff:.2f} 1/GPa")
print(f"bulk modulus (rough): {bulk_modulus:.0f} GPa")
print(f"volume exponent, softening: {volume_exponent_soft:.2f}")
print(f"volume exponent, net: {volume_exponent_net:.2f}")
print(f"volume exponent, electronic: {volume_exponent_electronic:.2f}")
print(f"coefficient with electronic part: {coeff_net:.3e} 1/K")
print(f"net expansion share: {100 * share_net:.1f} %")
print(f"softening over that coefficient: {100 * share_soft_of_net:.1f} %")
print(f"Poisson ratio (rough): {poisson:.2f}")
print(f"silicon linear expansivity (rough): {expansion_si:.1e} 1/K")
print(f"copper linear expansivity beta/3: {expansion_cu:.3e} 1/K")
print(f"clamped out-of-plane expansivity: {out_of_plane:.3e} 1/K")
print(f"clamped volume expansivity: {beta_clamped:.3e} 1/K")
print(f"clamped over free expansivity: {beta_clamped / beta:.3f}")
print(f"clamped softening share: {100 * share_clamped:.2f} %")
print(f"free resistance coefficient: {coeff_total - beta / 3:.3e} 1/K")
print("no test failed")
```

Running it gives:

```
Gruneisen parameter: 2.0
volume expansivity: 5.0e-05 1/K
temperature: 300 K
Debye temperature (rough): 340 K
theta/T: 1.1333
Bloch integral J5: 0.38438
exponent n: 1.1392
classical thermal term 1/T: 3.333e-03 1/K
classical softening term: 2.000e-04 1/K
classical total: 3.533e-03 1/K
classical softening share: 5.66 %
Bloch thermal term n/T: 3.797e-03 1/K
Bloch softening term: 2.139e-04 1/K
Bloch total coefficient: 4.011e-03 1/K
Bloch softening share, formula: 5.33 %
softening share, direct drag: 5.33 %
exponent, all modes at cutoff: 1.2096
share, all modes at cutoff: 5.20 %
phonon resistivity at 300 K (rough): 1.70 uohm cm
residual resistivity (assumed): 2.00 uohm cm
slope d(rho)/dT: 6.819 nohm cm/K
softening part of slope: 0.364 nohm cm/K
coefficient of narrow line: 1.843e-03 1/K
temperature of use: 380 K
softened Debye temperature in use: 337.29 K
phonon resistivity in use, no softening: 2.2108 uohm cm
phonon resistivity in use, softening: 2.2480 uohm cm
line resistivity in use: 4.2480 uohm cm
softening share of the rise: 6.79 %
pressure coefficient (rough): -0.02 1/GPa
bulk modulus (rough): 140 GPa
volume exponent, softening: 4.28
volume exponent, net: 2.80
volume exponent, electronic: -1.48
coefficient with electronic part: 3.937e-03 1/K
net expansion share: 3.6 %
softening over that coefficient: 5.4 %
Poisson ratio (rough): 0.34
silicon linear expansivity (rough): 3.0e-06 1/K
copper linear expansivity beta/3: 1.667e-05 1/K
clamped out-of-plane expansivity: 3.075e-05 1/K
clamped volume expansivity: 3.675e-05 1/K
clamped over free expansivity: 0.735
clamped softening share: 3.98 %
free resistance coefficient: 3.995e-03 1/K
no test failed
```
